# Piezoelectric coupling of electrons to long sound waves in zincblende crystals, part 1

(Sections cited here and not found follow in the second part.)

**A.** It goes wrong for an interaction whose range exceeds the wavelength, as that of the unscreened Coulomb field does. The strain does vanish in proportion to $q$, but it produces a polarization, and the potential of a polarization wave carries a factor $1/q$. Take SI units, $x,y,z$ along the cube axes, $\mathbf n=\mathbf q/q$, and electron charge $-e$. The strain is $S_{jk}=\tfrac12(\partial_ju_k+\partial_ku_j)$, and at zero macroscopic field it induces $P_i=e_{ijk}S_{jk}$, summed over $j,k$, with $e_{ijk}=e_{ikj}$. Zincblende has no spontaneous polarization, so a rigid rotation adds nothing to $\mathbf P$. For $\mathbf u\,e^{i\mathbf q\cdot\mathbf r}$ we have $S_{jk}=\tfrac i2(q_ju_k+q_ku_j)$, and the symmetry in $jk$ makes the two terms equal:

$$P_i=i\,e_{ijk}q_ju_k .$$

Sound is much slower than light, so the field is electrostatic, $\mathbf E=-\nabla\varphi$. With no free carriers, $\nabla\cdot(\varepsilon\mathbf E+\mathbf P)=0$, where $\varepsilon$ is a scalar by cubic symmetry. For a plane wave this reads $\varepsilon q^2\varphi+i\mathbf q\cdot\mathbf P=0$, so

$$\varphi=\frac{-i\,\mathbf q\cdot\mathbf P}{\varepsilon q^2}=\frac{(-i)(i)\,e_{ijk}q_iq_ju_k}{\varepsilon q^2}=\frac{\boldsymbol\gamma\cdot\mathbf u}{\varepsilon},\qquad \gamma_k=e_{ijk}n_in_j .$$

The potential is of order $q^0$ and in phase with the displacement. Your intuition holds for the field, $|\mathbf E|=q|\varphi|\to0$; the potential is that small field summed over a long distance.

**Q.** That gives $q^0$, not a divergence.

**A.** The rest comes from the amplitude of one phonon. In a volume $V$ of density $\rho$, take the pair $\pm\mathbf q$ and a real unit polarization $\boldsymbol\xi$, and write $\mathbf u=\boldsymbol\xi\sqrt2\,(X_c\cos\mathbf q\cdot\mathbf r+X_s\sin\mathbf q\cdot\mathbf r)$. Since $\cos^2$ and $\sin^2$ average to $\tfrac12$ and their product to zero, the kinetic energy is $\tfrac12\rho V(\dot X_c^2+\dot X_s^2)$: two oscillators of mass $m=\rho V$ and frequency $\omega$. For each, $a=\sqrt{m\omega/2\hbar}\,(X+ip/m\omega)$ obeys $[a,a^\dagger]=1$, and adding $a$ and $a^\dagger$ gives $X=u_0(a+a^\dagger)$ with $u_0=\sqrt{\hbar/2\rho V\omega}$. The coefficient of $e^{i\mathbf q\cdot\mathbf r}$ in $\mathbf u$ is

$$\boldsymbol\xi u_0\sqrt2\left[\frac{a_c+a_c^\dagger}{2}+\frac{a_s+a_s^\dagger}{2i}\right]=\boldsymbol\xi u_0\,(a_{\mathbf q}+a^\dagger_{-\mathbf q}),\qquad a_{\pm\mathbf q}=\frac{a_c\mp ia_s}{\sqrt2}.$$

In this convention $\boldsymbol\xi$ is real and the same for $\mathbf q$ and $-\mathbf q$. The electron energy is $-e\varphi$. Between Bloch states of one band, $\langle\mathbf k+\mathbf q|e^{i\mathbf q\cdot\mathbf r}|\mathbf k\rangle$ is the overlap of the cell-periodic parts, which tends to 1 as $q\to0$ for a non-degenerate band; when $q$ is comparable to the distance of $\mathbf k$ from a point where bands touch, the overlap is a direction-dependent matrix and must be kept. Defining the vertex as the coefficient of $a_{\mathbf q}+a^\dagger_{-\mathbf q}$ and using $\omega=v_\lambda(\mathbf n)q$ for acoustic branch $\lambda$,

$$g_\lambda(\mathbf q)=-\frac{e\,\boldsymbol\gamma\cdot\boldsymbol\xi_\lambda}{\varepsilon}\sqrt{\frac{\hbar}{2\rho Vv_\lambda q}}\;\propto\;q^{-1/2}\quad\text{at fixed }\mathbf n .$$

The power is $q^{+1}$ from the strain, $q^{-1}$ from Gauss's law and $q^{-1/2}$ from the zero-point amplitude. The bare sum over phonons converges, since $|g|^2q^2dq\propto q\,dq$, but a scattering rate need not. At temperature $T$ the occupation $N\simeq k_BT/\hbar vq$ brings a factor $1/q$. For an electron of mass $m^*$ in a parabolic band, moving faster than sound, the energy-conserving delta function integrated over the angle between $\mathbf q$ and $\mathbf k$ brings another, $m^*/\hbar^2kq$. The unscreened total rate then goes as $\int dq/q$ and diverges logarithmically at small $q$. The momentum-relaxation rate carries at least one more power of $q$ and stays finite, and screening, treated below, cuts off the total rate.

**Q.** The tensor $e_{ijk}$ has eighteen components. Why should one number do?

**A.** The point group $T_d$ contains the twofold rotations about the cube axes. Let a component have $a$ indices $x$, $b$ indices $y$ and $c$ indices $z$, with $a+b+c=3$. The rotation about $z$ reverses $x$ and $y$ and multiplies the component by $(-1)^{a+b}$, so $a+b$ must be even; the rotation about $x$ makes $b+c$ even. Then $a,b,c$ share one parity, and since their sum is odd they are all odd: $a=b=c=1$. The threefold axis $[111]$ equates the cyclic permutations of $xyz$, and the mirror $x\leftrightarrow y$ equates these with the other three. Hence $e_{ijk}=e_{14}$ when $i,j,k$ all differ and zero otherwise. Inversion would multiply every component by $(-1)^3$, so a centrosymmetric crystal has no such term. The name $e_{14}$ fixes a factor of two: $P_x=e_{14}(S_{yz}+S_{zy})=e_{14}S_4$, with the engineering strain $S_4=2S_{yz}$. Likewise $\gamma_x=e_{14}(n_yn_z+n_zn_y)$, so

$$\boldsymbol\gamma=2e_{14}\mathbf w,\quad \mathbf w=(n_yn_z,\;n_zn_x,\;n_xn_y),\qquad g_\lambda=-\frac{e\,e_{14}}{\varepsilon}A_\lambda\sqrt{\frac{\hbar}{2\rho Vv_\lambda q}},\quad A_\lambda=2\,\mathbf w\cdot\boldsymbol\xi_\lambda .$$

The sign and the factor two are tested by solving the Poisson problem for three superposed waves on a real-space grid. The largest error relative to the largest $|\varphi|$ falls from $3.68\times10^{-3}$ to $2.37\times10^{-4}$ when the spacing is halved, close to the factor 16 of a fourth-order stencil.

**Q.** The field pushes back on the lattice. You have used $\omega=vq$ as if it did not.

**A.** It does push back, and the power of $q$ survives. The electric enthalpy density $\tfrac12C_{jklm}S_{jk}S_{lm}-e_{ijk}E_iS_{jk}-\tfrac12\varepsilon E^2$, with $C$ taken at zero field, gives $\mathbf D=\varepsilon\mathbf E+\mathbf P$ as used above and the stress $\sigma_{jk}=C_{jklm}S_{lm}-e_{ijk}E_i$. In $\rho\ddot u_j=\partial_k\sigma_{jk}$ insert $E_i=-iq_i\varphi$. The elastic term is $-C_{jklm}q_kq_mu_l$. The field term is $-(iq_k)e_{ijk}(-iq_i)\varphi=-q^2\gamma_j\varphi=-q^2\gamma_j\gamma_lu_l/\varepsilon$. Dividing by $-q^2$,

$$\rho v^2\xi_j=\left(C_{jklm}n_kn_m+\frac{\gamma_j\gamma_l}{\varepsilon}\right)\xi_l .$$

The matrix depends on $\mathbf n$ only, so $v$ and $\boldsymbol\xi$ are independent of $q$ within the continuum description, $qa\ll1$ with $a$ the lattice constant. The field adds no kinetic energy, so $u_0$ keeps its form with the stiffened $v$. To first order in the added term, $\delta(\rho v^2)=(\boldsymbol\gamma\cdot\boldsymbol\xi)^2/\varepsilon$, that is

$$\frac{\delta v}{v}\simeq\frac{K^2}{2},\qquad K^2=\frac{e_{14}^2A^2}{\varepsilon\rho v^2}.$$

Squaring the vertex and replacing $e_{14}^2A^2$ by $K^2\varepsilon\rho v^2$ gives $V|g|^2=e^2\hbar vK^2/(2\varepsilon q)$.

**Q.** Give me the factors for longitudinal and transverse waves, and say when those words mean anything.

**A.** In a cubic crystal $C_{jklm}n_kn_mn_l=(C_{12}+2C_{44})n_j+(C_{11}-C_{12}-2C_{44})n_j^3$, which is parallel to $\mathbf n$ in every direction only if $C_{11}-C_{12}=2C_{44}$, so the words mean something in every direction only for an elastically isotropic medium. There $C_{jklm}=\lambda_0\delta_{jk}\delta_{lm}+\mu(\delta_{jl}\delta_{km}+\delta_{jm}\delta_{kl})$, so $C_{jklm}n_kn_m=\mu\delta_{jl}+(\lambda_0+\mu)n_jn_l$. Its eigenvectors are $\mathbf n$, with $\rho v_L^2=\lambda_0+2\mu$, and any vector normal to $\mathbf n$, with $\rho v_T^2=\mu$. Neglect stiffening for now. For $\boldsymbol\xi=\mathbf n$ the three terms of $\mathbf w\cdot\mathbf n$ each equal $n_xn_yn_z$:

$$A_L=6\,n_xn_yn_z .$$

This choice of $\boldsymbol\xi$ is made for one member of each pair $\pm\mathbf q$; the partner keeps the same $\boldsymbol\xi$, and since $\mathbf w$ is even in $\mathbf n$ it has the same real $g$, as hermiticity requires. The three polarizations are the orthonormal eigenvectors of a real symmetric matrix, so $\sum_\lambda\xi_{\lambda j}\xi_{\lambda l}=\delta_{jl}$ and

$$\sum_\lambda A_\lambda^2=4|\mathbf w|^2=4(n_x^2n_y^2+n_y^2n_z^2+n_z^2n_x^2).$$

This sum rule needs neither isotropy nor weak stiffening. In the isotropic case it gives $\sum_TA_T^2=4|\mathbf w|^2-36(n_xn_yn_z)^2$. Along $[100]$, $\mathbf w=0$ and nothing couples at this order in $q$. Along $[110]$, $\mathbf w=(0,0,\tfrac12)$, so $A_L=0$ and the wave polarized along $[001]$ has $A^2=1$. Along $[111]$, $\mathbf w=(\tfrac13,\tfrac13,\tfrac13)$ is parallel to $\mathbf n$, so $A_L^2=36/27=4/3$ and the transverse waves are uncoupled. The law $q^{-1/2}$ is therefore a statement about directions and branches with $A\ne0$.

**Q.** And the averages over the sphere?

**A.** Let $(x,y,z)=r\mathbf n$ be three independent Gaussian variables of unit variance. The density $e^{-r^2/2}$ is isotropic, so $r$ and $\mathbf n$ are independent and $\mathbf n$ is uniform on the sphere. Then $\langle x^2y^2\rangle=1=\langle r^4\rangle\langle n_x^2n_y^2\rangle$ and $\langle x^2y^2z^2\rangle=1=\langle r^6\rangle\langle n_x^2n_y^2n_z^2\rangle$. With $I_p=\int_0^\infty r^pe^{-r^2/2}dr$, integration by parts gives $I_{p+2}=(p+1)I_p$, so $\langle r^4\rangle=I_6/I_2=5\cdot3=15$ and $\langle r^6\rangle=7\cdot15=105$. Therefore

$$\Big\langle\sum_\lambda A^2_\lambda\Big\rangle=4\cdot3\cdot\frac1{15}=\frac45,\qquad \langle A_L^2\rangle=\frac{36}{105}=\frac{12}{35},\qquad \Big\langle\sum_TA_T^2\Big\rangle=\frac{28}{35}-\frac{12}{35}=\frac{16}{35}.$$

**Q.** So each transverse branch gets $8/35$.

**A.** Not as a property of a branch. The two transverse waves are degenerate, so the basis is free and only the sum is fixed. Take polar axis $[001]$, $\mathbf n=(\sin\theta\cos\phi,\sin\theta\sin\phi,\cos\theta)$, so that $\mathbf w=(\sin\theta\cos\theta\sin\phi,\ \sin\theta\cos\theta\cos\phi,\ \sin^2\theta\sin\phi\cos\phi)$. With $\hat{\boldsymbol\phi}=(-\sin\phi,\cos\phi,0)$,

$$A_\phi=2\sin\theta\cos\theta(\cos^2\phi-\sin^2\phi)=\sin2\theta\cos2\phi .$$

With $\hat{\boldsymbol\theta}=(\cos\theta\cos\phi,\cos\theta\sin\phi,-\sin\theta)$,

$$A_\theta=2\sin\theta\sin\phi\cos\phi\,(2\cos^2\theta-\sin^2\theta)=\sin\theta\sin2\phi\,(3\cos^2\theta-1).$$

Write $c=\cos\theta$, uniform on $[-1,1]$, so $\langle c^{2m}\rangle=1/(2m+1)$; the squares of $\cos2\phi$ and $\sin2\phi$ average to $\tfrac12$. Then $\langle A_\phi^2\rangle=\tfrac12\cdot4\langle c^2-c^4\rangle=2(\tfrac13-\tfrac15)=\tfrac4{15}$. For the other, $(1-c^2)(9c^4-6c^2+1)=1-7c^2+15c^4-9c^6$, which averages to $1-\tfrac73+3-\tfrac97=\tfrac8{21}$, so $\langle A_\theta^2\rangle=\tfrac4{21}$. The sum is $\tfrac{28+20}{105}=\tfrac{16}{35}$. Turning the basis by $45^\circ$ gives $A_\pm^2=\tfrac12(A_\theta^2+A_\phi^2)\pm A_\theta A_\phi$; the cross term contains $\sin2\phi\cos2\phi$ and averages to zero, so in that basis each has $8/35$.

In the isotropic medium the stiffening selects the basis. The vector $\mathbf n\times\mathbf w$ is normal to $\mathbf n$ and to $\boldsymbol\gamma$, so it is an exact eigenvector of the stiffened matrix with $v=v_T$ and $A=0$. Let $\mathbf t$ be the other transverse unit vector, which carries the whole transverse sum. The stiffening couples it to $\mathbf n$ with matrix element $e_{14}^2A_LA_t/\varepsilon$, so to first order $\boldsymbol\xi_L=\mathbf n+\beta\mathbf t$ with $\beta=e_{14}^2A_LA_t/[\varepsilon\rho(v_L^2-v_T^2)]$. Then $A_L^2$ changes by $2\beta A_LA_t\ge0$, and by the sum rule $A_t^2$ loses the same amount. For the medium of the example below the diagonalized averages are $0$, $0.4558$ and $0.3442$, against $0$, $0.4571$ and $0.3429$.

**Q.** Real cubic crystals are not isotropic. What is left of $12/35$?

**A.** An approximation whose error depends on the elastic constants. The polarizations are only quasi-longitudinal and quasi-transverse, and $v$ depends on $\mathbf n$, so the mean squared vertex needs $\langle A^2/v\rangle$. For the lattice model below, with $2C_{44}/(C_{11}-C_{12})=1.62$, the unstiffened averages of $A^2$ alone are $0.370$ for the quasi-longitudinal branch and $0.430$ for the quasi-transverse pair: the first is about 8% above $12/35$ in this model, and the total is $0.800$. These figures leave out the weight $1/v(\mathbf n)$, so they are not the error of the mean squared vertex itself.

**Q.** Which $\varepsilon$? In a first-principles vertex the long-range part is divided by the electronic $\varepsilon_\infty$.

Without screening, the piezoelectric vertex in zincblende grows as $q^{-1/2}$ at fixed direction for branches with $A\ne0$, and its angular factors are now known. It remains to settle which permittivity belongs in it, to test it in a lattice model, and to treat the directions where $A=0$, screening by free carriers, and a numerical example.

All numerical values are calculated from the stated model.
